The Langmuir half-coverage pressure from equal chemical potentials, part 2

At what gas pressure is a surface half covered? The model has M identical, independent sites, each empty or holding one molecule, in equilibrium with an ideal gas at temperature T and pressure P. With N molecules adsorbed, the coverage is θ = N/M. The questioner objected at the outset that molecules on real surfaces are crowded.

In units with ħ = 1, and with kT the thermal energy, equal chemical potentials in gas and surface give

θ = P/(P + P_half), P_half = (kT/λ³)(q_rot/q_vib) exp(−ε/kT).

Here ε is the well depth from the potential minimum to the molecule at rest in the gas, and m is the molecular mass. The other factors are

λ = √(2π/(m kT)), the thermal wavelength,

q_rot = (√π/2) ∏ √(2I_i kT), for free rotation of gaseous water with moments of inertia I_i,

q_vib = ∏ 1/(2 sinh(ω_i/(2kT))), for the six external modes of the bound molecule, with frequencies ω_i and zero-point energy included.

Sums over translational and rotational gas states were replaced by integrals. The modes are harmonic, each site offers one bound orientation, and adsorption is assumed to leave the intramolecular vibrations unchanged. The gas partition function, for N_gas molecules in volume V, is

Z_gas = (V q_rot/λ³)^N_gas / N_gas!.

The example is intact water on aluminium oxide at 373 K, so kT = 0.03214 eV. The inputs are rough typical values: ε = 0.80 eV and a square lattice of sites 5.0 angstrom apart. The mode quanta are 0.010 eV for each of the two motions along the surface, 0.025 eV for the motion against it, and 0.050, 0.060 and 0.080 eV for the librations (rocking motions). They give λ = 0.213 angstrom, q_rot = 60.4 (61.2 from quantum levels), q_vib = 1.09 and P_half = 3.4 Torr.

Q: Your q_vib is almost one. I could have left it out.

A: For these inputs that would change little, but the value near one is the result of a cancellation. The soft modes contribute factors above one, and the stiff librations, with their zero-point energy, contribute factors below one. If both in-plane quanta are halved while everything else is held fixed, P_half drops to 0.85 Torr, a factor of four. Each soft mode then has nearly twice as many accessible levels and half the zero-point energy. Together these double its factor in q_vib, and the surface becomes more favourable.

Omitting q_rot would be worse. The pressure would come out as 0.057 Torr, too small by the factor 60.

Q: Tables of calculated adsorption energies may already contain zero-point energy. What happens if I insert such a number for ε?

A: You would count the zero-point energy twice. Here the six modes have a total zero-point energy of

Σ ω_i/2 = 0.235/2 = 0.1175 eV.

The energy from the lowest bound level to the gas is therefore D₀ = 0.80 − 0.1175 = 0.6825 eV. To use D₀, count each mode from its ground level. Since

1/(2 sinh(x/2)) = exp(−x/2)/(1 − exp(−x)),

we have

q_vib exp(ε/kT) = [∏ 1/(1 − exp(−ω_i/kT))] exp(D₀/kT).

Either side gives the same P_half. Combining D₀ with q_vib makes P_half too large by exp(0.1175/0.03214), a factor of about 39.

Q: What coverage does a normal dose produce?

A: Take a water pressure of 0.1 Torr as a rough dose. At 373 K,

θ = 0.1/(0.1 + 3.43) = 0.028.

About 3 per cent of the sites hold an intact water molecule. With all molecular parameters and the dose pressure held fixed, the ideal model gives these values at other temperatures:

323 K: P_half = 0.11 Torr, θ = 0.47
423 K: P_half = 45 Torr, θ = 0.0022
473 K: P_half = 340 Torr, θ = 0.00029

Q: If I plot ln P_half against 1/kT, is the slope minus the well depth?

A: Not quite, because the partition functions also depend on temperature. Let β = 1/kT. Then

ln P_half = ln kT − 3 ln λ + ln q_rot − ln q_vib − βε.

The first term is −ln β. Since λ varies as β^(1/2), the second contributes −(3/2) ln β. Classical rotation contributes another −(3/2) ln β. Together these are −4 ln β, and minus their derivative is 4/β = 4kT.

For the vibrations,

d ln q_vib/dβ = −Σ (ω_i/2) coth(βω_i/2) = −U_vib,

where U_vib is the mean vibrational energy above the well bottom. It follows that

−d ln P_half/dβ = ε + 4kT − U_vib.

This is the enthalpy needed to desorb one molecule. The gas has 3kT/2 of translational energy and 3kT/2 of rotational energy, and kT is the work of making room at constant pressure. On leaving, the molecule gives up the energy U_vib it had in the well.

For the example, U_vib = 0.225 eV and the slope energy is 0.80 + 0.129 − 0.225 = 0.70 eV, or 0.7034 eV before the terms are rounded. With this unrounded energy held constant, P_half should grow by a factor of 13.3 from 373 K to 423 K. The full formula gives 45.16/3.429 = 13.2. The small difference arises because 4kT − U_vib itself changes with temperature.

Q: You have twice replaced sums by smooth functions. I would like to see a case in which the molecules are simply counted.

A: Take a closed system at 373 K with 5000 sites, 12 000 molecules and a gas volume of 10¹¹ cubic angstrom. Give each possible number of adsorbed molecules its full statistical weight, with the factorials evaluated without Stirling's formula and the rotational, vibrational and translational factors obtained from level sums. The mean coverage is then 0.5123, and the remaining gas has a pressure of 3.646 Torr. The Langmuir relation turns these into

P_half = P(1 − θ)/θ = 3.646 × 0.4877/0.5123 = 3.47 Torr.

The formula with the quantum value of q_rot also gives 3.47 Torr. This tests the equality of chemical potentials within the model, and says nothing about whether the model describes a real oxide.

Q: A process step does not wait for ever. Is equilibrium reached?

A: That needs a rate, and equilibrium supplies part of it. The number of molecules striking unit area per unit time is the density times the mean of the positive velocity component towards the surface:

J = (P/kT) √(m/(2πkT)) ∫₀^∞ v exp(−mv²/(2kT)) dv.

The integral equals kT/m, so J = P/√(2πm kT). Let A be the area per site and s the probability that a molecule arriving at an empty site sticks. I take s to be independent of coverage. If each adsorbed molecule leaves at rate k_d, then

dθ/dt = sJA(1 − θ) − k_d θ.

In equilibrium the right side is zero, and θ/(1 − θ) = sJA/k_d. The same ratio is P/P_half, so

k_d = s P_half A/√(2πm kT).

With s = 1 and A = 25 square angstrom, k_d = 3.7 × 10⁶ per second, and a molecule stays for about 0.27 microseconds. The rate equation is linear in θ, and deviations from equilibrium decay at the rate sJA + k_d, which is faster than k_d. At 373 K and with this well depth, even s = 0.001 gives a time below 0.3 milliseconds; a well deeper by 0.10 eV would lengthen the stay to about 6 milliseconds. That is short beside a pulse of roughly a tenth of a second, provided the gas itself has reached the surface.

Q: I return to my first complaint. Water molecules are dipoles, and at half coverage they must feel each other.

A: They do, and the effect on P_half can be found for any pair interaction if all sites are equivalent. Let n_i be 1 for a filled site and 0 for an empty one. The interaction energy is

E = (1/2) Σ J_ij n_i n_j,

where J_ij is the energy of a pair on sites i and j. Let S = Σ_j J_ij, the interaction of one molecule with a full layer. It is the same for every site.

Without interactions, a filled site has weight P/P_half relative to an empty one, because θ/(1 − θ) = P/P_half. With interactions, a configuration with N molecules has weight

(P/P_half)^N exp(−E/kT).

Now exchange filled and empty sites, n_i → 1 − n_i. The energy becomes

E′ = (1/2) Σ J_ij (1 − n_i)(1 − n_j) = MS/2 − SN + E.

The two terms linear in n each contribute −SN/2. Choose P/P_half = exp(S/(2kT)). The exponent of the original weight, times kT, is SN/2 − E. After the exchange it is

S(M − N)/2 − MS/2 + SN − E = SN/2 − E.

Each configuration has the same weight as its reverse, so the mean coverage is one half. The mean coverage of the interacting surface is therefore one half at

P = P_half exp(S/(2kT)).

With repulsion the actual coverage stays near this mean. With attraction much stronger than kT it does not: the molecules gather, and the surface is then either nearly empty or nearly full, with equal probability. The pressure then marks the jump between the two.

Q: That is suspiciously tidy. Did you use a mean-field assumption somewhere?

A: No average over neighbours was taken. Counting all 4096 fillings of a periodic 3 by 4 lattice, with dipole pair energies like those below, gives a coverage of one half at the shifted pressure. At the unshifted P_half the coverage is below 0.45.

For water, suppose that each molecule carries 1.8 debye pointing straight out from the surface. Two parallel dipoles d perpendicular to their separation r repel with energy d²/r³. At 5.0 angstrom this is 0.0162 eV. Summing 1/r³ over a square lattice, in units of the spacing, gives 9.03, so S = 0.146 eV. The pressure factor is

exp(0.146/(2 × 0.03214)) = 9.7,

and half coverage moves from 3.4 to about 33 Torr. This estimate leaves out the response of the oxide, the weakening of neighbouring dipoles by each other, tilting of the molecules, and hydrogen bonds between them, which attract.

Q: Then is the coverage of 3 per cent at 0.1 Torr also wrong by a factor of ten?

A: No, because at that coverage there are few neighbours. In a mean-field estimate a molecule feels the energy θS, about 0.004 eV, which is small beside kT. The coverage is then lowered by roughly a tenth of its value.

Q: And your harmonic modes? A molecule can hop to the next site.

A: Replace the parabola along the surface by (B/2)(1 − cos(2πx/a)), where a is the spacing and B the barrier. Matching the curvature at the minimum requires

(B/2)(2π/a)² = mω², so B = mω²a²/(2π²) = 0.55 eV.

The barrier is 17 times kT, and solving for the levels in this well raises that mode's partition function by 1.6 per cent. A Morse potential with the same depth and curvature raises the factor for motion against the surface by 2.2 per cent. For the 0.050 eV libration, taken as turning about the molecule's symmetry axis with a cosine barrier of 0.35 eV, the increase is 3.7 per cent. With two in-plane modes, P_half is multiplied by

1/(1.016² × 1.022 × 1.037) = 0.91.

The other two librations were left harmonic. The factor 0.91 belongs to these assumed shapes and is not a bound. The cosine ties the barrier to the curvature, and used along both directions it puts the corner of the cell at 2B = 1.09 eV, above the well depth itself. If the same parabola levels off at 0.15 eV between sites, the classical in-plane factor rises by about 45 per cent instead of 3. If the site is fourfold symmetric, the turning motion has four wells, the same curvature means a barrier of only 0.09 eV, and that mode's factor is about 2.4 times the harmonic one.

The assumption of unchanged intramolecular vibrations matters more. If binding lowers the O–H stretch quanta by 0.040 eV in sum, their zero-point energy falls by 0.020 eV, and P_half is multiplied by exp(−0.020/0.03214) = 0.54.

Q: Is the ideal gas a weak point as well?

A: Not here. At P_half a cube of side 10 angstrom contains on average 9 × 10⁻⁵ molecules, so at any moment very few gas molecules are close enough to another to interact. The density times λ³ is about 9 × 10⁻¹⁰, which justifies the factorial in the gas partition function.

Q: How does this compare with a real deposition process?

A: Deposition of aluminium oxide from trimethylaluminium and water is typically run at roughly 400 to 600 K, with reactant pressures of very roughly 0.1 to 1 Torr. The example's 373 K lies slightly below that temperature range. The assumption that fails most severely is that water stays whole. On oxide sites that lack hydroxyl groups it can split into hydroxyls, and in the growth step it reacts with surface methyl groups. Suppose that a dissociated state on the same site lies 0.30 eV lower, has the same mode frequencies and is reached reversibly. The weight of a filled site is then multiplied by 1 + exp(0.30/0.03214), and P_half by 8.8 × 10⁻⁵, which brings it to about 3 × 10⁻⁴ Torr. The growth reaction releases a product that is pumped away, so it is not described by this equilibrium at all. The 3.4 Torr belongs to intact water on a surface where splitting is blocked, for instance because hydroxyls already cover it. Such hydroxyls also change the binding, so the number applies only if the well depth and mode quanta there are still those assumed above.

Q: For that restricted case, how many of your digits should I believe?

A: The power of ten is already uncertain. A well shallower by 0.10 eV raises P_half by a factor of 22, and one deeper by the same amount lowers it by that factor. A real surface also has a spread of well depths, so its coverage rises over a wider range of pressure than the single-site curve. The numerical output gives more digits so that the arithmetic can be followed. As a prediction for an oxide, the ideal value means a few Torr, with an uncertainty of at least a factor of ten either way.

Computed values

```
Temperature: 373 K; kT: 0.03214 eV
Well depth: 0.80 eV
External mode quanta: 0.010 0.010 0.025 0.050 0.060 0.080 eV
Site spacing: 5.0 angstrom
Molecular mass: 18.015 u
O-H length: 0.96 angstrom; angle: 104.5 deg
Inertia about H-H, normal, twofold axes: 0.6184 1.7800 1.1616 u angstrom^2
Thermal wavelength: 0.2130 angstrom
kT/lambda^3: 3.9986e+09 Torr
q_rot classical: 60.438; from quantum levels: 61.182
q of each external mode: 3.2013 3.2013 1.2539 0.5823 0.4652 0.3142
q_vib, all six modes: 1.0936
depth/kT: 24.889; exp(-depth/kT): 1.5518e-11
P_half: 3.429 Torr = 457.2 Pa
P_half if gas rotation is left out: 0.05674 Torr
P_half with in-plane quanta halved: 0.8521 Torr
Chemical potential at half coverage: -0.8029 eV
Dose pressure: 0.10 Torr; coverage: 0.0283
Zero-point energy: 0.1175 eV; D0: 0.6825 eV
Error factor if zero point is counted twice: 38.69
U_vib: 0.2251 eV; slope energy: 0.7034 eV
Desorption rate, unit sticking: 3.674e+06 1/s
Residence time, unit sticking: 2.722e-07 s
Closed system: 5000 sites, 12000 molecules, volume 1e+11 angstrom^3
Closed system coverage: 0.5123; gas pressure: 3.646 Torr
Closed system P_half: 3.471 Torr; formula, quantum q_rot: 3.4712 Torr
T 323 K: P_half 1.145e-01 Torr, coverage at dose 4.661e-01
T 373 K: P_half 3.429e+00 Torr, coverage at dose 2.834e-02
T 423 K: P_half 4.516e+01 Torr, coverage at dose 2.210e-03
T 473 K: P_half 3.393e+02 Torr, coverage at dose 2.946e-04
Neglected effects, as factors on P_half:
Dipole: 1.8 debye; neighbour pair energy: 0.0162 eV
Lattice sum: 9.0336; full-layer energy S: 0.1461 eV
Dipole repulsion: x 9.71, P_half becomes 33.3 Torr
Well shallower by 0.10 eV: x 22.45
In-plane barrier: 0.546 eV; turning barrier: 0.347 eV
Anharmonic/harmonic q: in-plane 1.0161, normal 1.0220, turning 1.0370
Anharmonic modes together: x 0.9139
O-H stretch quanta lower by 0.040 eV in sum: x 0.537
Dissociated state lower by 0.30 eV: x 8.84e-05
Gas molecules in a 10 angstrom cube at P_half: 8.88e-05
Gas degeneracy n lambda^3 at P_half: 8.58e-10
```
